\section*{Wannier-function tails from the branch points of a complex band}

\section*{Setting}

An electron moves in one dimension with
\begin{equation}
H=-t\,\frac{d^2}{dx^2}+V(x),\qquad t=\frac{\hbar^2}{2m_e},
\end{equation}
where $V$ is real, bounded, even and of period $a$. In Hartree units $t=1/2$. The lowest band runs from $E_0$ at $k=0$ to $E_v$ at $k=\pi/a$, and a gap separates it from the next band, which starts at $E_c$.

The state at $E_0$ has no nodes, so it is even about $x=0$. The state $f$ at $E_v$ is taken to be even as well. This costs no generality: if $f$ is odd about $0$, then $f(a/2+y)=-f(y-a/2)=f(a/2-y)$, so it is even about $a/2$, and the origin is moved there.

Let $c(x;E)$ and $s(x;E)$ solve $H\phi=E\phi$ with $c(0)=1$, $c'(0)=0$, $s(0)=0$, $s'(0)=1$. A prime on a function of $x$ means $d/dx$; on a function of $E$ it means $d/dE$. Write $\mu(E)=c(a;E)$ and $s_a(E)=s(a;E)$.

\section*{(a) The norm as a function of energy}

\textbf{Question.} Construct the Bloch solution $\phi_k$ with $\phi_k(0)=1$, and express $N=\int_0^a\phi_k\phi_{-k}\,dx$ through $\mu$ and $s_a$.

\textbf{Solution.} The matrix taking $(\phi,\phi')$ from $0$ to $a$ is
\[
M=\begin{pmatrix}c(a)&s(a)\\c'(a)&s'(a)\end{pmatrix},\qquad \det M=1 ,
\]
the determinant being the conserved Wronskian. By periodicity $M^{-1}$ takes the data from $0$ to $-a$. Because $c$ is even and $s$ is odd, its upper left element is $c(-a)=c(a)$; the inversion formula gives $s'(a)$ for the same element. Hence $s'(a)=c(a)=\mu$. The eigenvalues of $M$ are $e^{\pm ika}$, so its trace gives
\begin{equation}
\cos ka=\mu(E).
\end{equation}
Requiring $\phi_k(a)=e^{ika}$ then fixes
\begin{equation}
\phi_k=c+\frac{i\sin ka}{s_a}\,s .
\end{equation}

Let $\chi=\partial_E\phi_k$. Differentiating the Schr\"odinger equation gives $-t\chi''+(V-E)\chi=\phi_k$. Multiply by $\phi_{-k}$ and integrate by parts twice. The remaining integral vanishes because $\phi_{-k}$ solves the equation, and
\[
N=-t\left[\phi_{-k}\chi'-\phi_{-k}'\chi\right]_0^a .
\]
Differentiating $\phi_k(x+a)=e^{ika}\phi_k(x)$ gives $\chi(x+a)=e^{ika}[\chi(x)+ia\,k'(E)\phi_k(x)]$. The factor $e^{ika}$ cancels the $e^{-ika}$ from $\phi_{-k}(a)$, and the terms in $\chi(0)$ cancel between the limits:
\[
\left[\cdots\right]_0^a=iak'\left(\phi_{-k}\phi_k'-\phi_{-k}'\phi_k\right)_{x=0}
=iak'\,\frac{2i\sin ka}{s_a}=-\frac{2ak'\sin ka}{s_a}.
\]
Since $-a\sin ka\;k'=\mu'$,
\begin{equation}
N(E)=-\frac{2t\,\mu'(E)}{s_a(E)} .
\end{equation}
For $V=0$, with $p=\sqrt{E/t}$, one has $\mu'=-a\sin(pa)/(2tp)$ and $s_a=\sin(pa)/p$, so $N=a$, as it should be for plane waves.

\section*{(b) The Wannier function and its gauge}

\textbf{Question.} Which phase of the Bloch functions makes the Wannier function real and even? Show that this choice minimizes the spread.

\textbf{Solution.} With $\psi_k$ normalized to one over a cell,
\begin{equation}
w(x)=\frac{a}{2\pi}\int_0^{2\pi/a}\psi_k(x)\,dk,\qquad
\psi_k(x)=\sum_n e^{ikna}w(x-na).
\end{equation}
A real $w$ implies $\psi_k^*=\psi_{-k}$, and an even $w$ implies $\psi_{-k}(x)=\psi_k(-x)$. At $x=0$ both together make $\psi_k(0)$ real. Since $\phi_k(0)=1$, only a sign remains free at each $k$. A jump of sign would spoil the localization of $w$, so $\psi_k$ is taken continuous in $k$, and the phase is fixed up to one overall sign:
\begin{equation}
\psi_k=\phi_k/\sqrt{N}.
\end{equation}

This is regular throughout the band. If $s_a=0$, then $\det M=1$ gives $\mu^2=1$ and $s$ itself is an odd band-edge state. Both edges of this nondegenerate band are even, so $s_a\ne0$ there. For real $k$, $N=\int_0^a|\phi_k|^2dx>0$.

The relation $\psi_k(-x)=\psi_k^*(x)$ makes the plane-wave coefficients of $u_k=e^{-ikx}\psi_k$ real, so normalization gives $\langle u_k|\partial_ku_k\rangle=0$. Multiply $\psi_k$ by $e^{i\theta(k)}$. The position operator acts as $i\partial_k$ on $e^{i\theta}u_k$, and the cross terms vanish, leaving
\begin{equation}
\langle x^2\rangle-\langle x\rangle^2=\overline{\langle\partial_ku|\partial_ku\rangle}+\overline{\theta'^2}-\bar{\theta'}^{\,2},
\end{equation}
where a bar is the zone average and here $\theta'=d\theta/dk$. The last two terms are a variance; it vanishes for constant $\theta'$, which merely shifts $w$ by lattice vectors if $\theta$ respects zone periodicity. A phase $\varepsilon\sin ka$ adds $\varepsilon^2a^2/2$.

\section*{(c) The nearest singularity}

\textbf{Question.} Continue $\psi_k$ from the real axis to $\operatorname{Im}k>0$. Where does it first fail to be analytic?

\textbf{Solution.} From $\cos ka=\mu(E)$,
\[
\frac{dE}{dk}=-\frac{a\sin ka}{\mu'(E)} ,
\]
so $E(k)$ can become singular only where $\mu'=0$. The zeros $E_j$ of $\mu$ are the levels at $k=\pi/2a$ and are real. At large $|E|$, $\mu$ grows like $\cos(a\sqrt{E/t})$, slowly enough to be a constant times $\prod_j(1-E/E_j)$ (with the energy zero placed off the $E_j$). Thus
\begin{equation}
\frac{\mu'}{\mu}=\sum_j\frac{1}{E-E_j},\qquad
\operatorname{Im}\frac{\mu'}{\mu}=-\operatorname{Im}E\sum_j\frac{1}{|E-E_j|^2}.
\end{equation}
No complex $E$ is a zero of $\mu'$. Nor is it a zero of $s_a$, whose zeros are the real levels of a box with walls at $0$ and $a$.

Inside the half-strip $0<\operatorname{Re}k<\pi/a$, $\operatorname{Im}k>0$, the value of $\cos ka$ is not real, so $E$ is not real and no singularity occurs. Nor does $E$ run to infinity at finite $k$, because $k$ approaches $\sqrt{E/t}$ at large $|E|$. The two vertical borders remain.

On $k=iq$, $\mu=\cosh qa$ and $E$ falls below $E_0$. All $E-E_j$ are negative there, so $\mu'\neq0$.

On $k=\pi/a+iq$, $\mu=-\cosh qa$ and $E$ rises from $E_v$ into the gap. There $\mu$ has no zero and $\mu'/\mu$ decreases steadily, since its derivative is $-\sum_j(E-E_j)^{-2}$. As $\mu=-1$ at both gap edges, $\mu'$ vanishes once, at an energy $E_b$. At this point $\mu''/\mu<0$ and $\mu<0$, so $\mu''>0$: it is a minimum. The first singularity is therefore
\begin{equation}
k_b=\frac{\pi}{a}+ih,\qquad \cosh ha=-\mu(E_b).
\end{equation}
The symmetry $E(2\pi/a-k^*)=E(k)^*$, which keeps $\operatorname{Im}k$ fixed, covers the other half of the zone. Physically, $h$ is the largest decay constant that a state in this gap can have.

\section*{(d) Form of the singularity}

\textbf{Question.} Find the leading behaviour of $E$, $N$ and $\psi_k$ near $k_b$.

\textbf{Solution.} Put $k=\pi/a+iq$ and let the subscript $b$ denote values at $E_b$. Expanding both sides of $-\cosh qa=\mu(E)$,
\[
-\cosh ha+a\sinh(ha)(h-q)=\mu_b+\tfrac12\mu_b''(E-E_b)^2 .
\]
The constants cancel. The lower band approaches $E_b$ from below, so
\begin{equation}
E=E_b-D\sqrt{h-q},\qquad D=\sqrt{\frac{2a\sinh ha}{\mu_b''}} .
\end{equation}
Inserting $\mu'=\mu_b''(E-E_b)$ into the norm,
\begin{equation}
N=C\sqrt{h-q},\qquad C=\frac{2t\mu_b''D}{s_b},\quad s_b=s_a(E_b).
\end{equation}
Here $s_b>0$: $s_a$ is positive at very low energy, it can vanish only where $\mu^2=1$, and part (b) excludes a zero at the band edges $E_0$ and $E_v$. Therefore
\begin{equation}
\psi_k\simeq\frac{\phi_b(x)}{\sqrt C}\,(h-q)^{-1/4},\qquad
\phi_b=c+\frac{\sinh ha}{s_b}\,s ,
\end{equation}
because $i\sin(\pi+iha)=\sinh ha$. At $x=a$ this gives $-\cosh ha+\sinh ha=-e^{-ha}$, so $\phi_b(x+a)=-e^{-ha}\phi_b(x)$.

The solution $\phi_b$ stays finite while its bilinear norm $N$ vanishes. For $q<h$, $\phi_{-k}$ of one band and $\phi_k$ of the other belong to different energies, so their product integrates to zero over a cell. At $k_b$ the solutions of the two bands coincide, and this vanishing integral becomes $N$. Normalization turns the square root in $E$ into a fourth root in $\psi_k$.

\section*{(e) The tail}

\textbf{Question.} Obtain the leading form of $w(X)$ at large $X$, and the order of its first correction.

\textbf{Solution.} Write $X=x+na$ with $0\le x<a$. The integrand of $w(X)$ is $\psi_k(x)e^{ikna}$. Push the contour upward. The sides at $\operatorname{Re}k=0$ and $2\pi/a$ cancel by periodicity, and the top vanishes because $|\psi_k(X)|$ falls there as $e^{-X\operatorname{Im}k}$. What remains runs down the left side of a cut above $k_b$ and up its right side.

For a term $(h-q)^\sigma$ with $\sigma>-1$, set $q=h+\tau$ on the cut. On the right $h-q=\tau e^{i\pi}$, on the left $\tau e^{-i\pi}$. With $dk=i\,d\tau$,
\begin{align}
I_\sigma&=\frac{a}{2\pi}(-1)^ne^{-hna}\,i\left(e^{i\pi\sigma}-e^{-i\pi\sigma}\right)\int_0^\infty\tau^\sigma e^{-\tau na}d\tau\nonumber\\
&=\frac{a}{2\pi}(-1)^ne^{-hna}\left[-2\sin(\pi\sigma)\Gamma(1+\sigma)\right](na)^{-1-\sigma}\nonumber\\
&=\frac{a(-1)^n e^{-hna}}{\Gamma(-\sigma)}\,(na)^{-1-\sigma}.
\end{align}
The last line uses $\Gamma(-\sigma)\Gamma(1+\sigma)=-\pi/\sin\pi\sigma$. Set $\sigma=-1/4$, absorb $(-1)^ne^{-hna}$ into $\phi_b$, and replace $na$ by $X$, which costs a relative error of order $1/X$:
\begin{equation}
w(X)\simeq\frac{a}{\Gamma(1/4)\sqrt C}\;\phi_b(X)\,X^{-3/4}.
\end{equation}
The left tail follows from $w(-X)=w(X)$.

The power $3/4$ depends only on the simple minimum of $\mu$; $h$, $C$ and $\phi_b$ depend on the potential. The next term of $\psi_k$ is of order $(h-q)^{1/4}$ and gives $X^{-5/4}$, a relative correction of order $X^{-1/2}$. At a node of $\phi_b$ the leading term vanishes and this faster decay takes over, unless its coefficient vanishes too.

\section*{(f) Other quantities and other bands}

\textbf{Question.} Apply the same rule to the band projector $P(na,0)$ and to the hopping integral $T_n=(a/2\pi)\int E(k)e^{ikna}dk$. When does the result for $w$ change?

\textbf{Solution.} The projector contains $\psi_k(na)\psi_{-k}(0)=e^{ikna}/N$, so $\sigma=-1/2$. The hopping has $\sigma=1/2$ with coefficient $-D$, and $\Gamma(-1/2)=-2\sqrt\pi$. With $X=na$,
\begin{equation}
P\simeq\frac{a(-1)^ne^{-hX}}{\sqrt\pi\,C\,X^{1/2}},\qquad
T_n\simeq\frac{aD(-1)^ne^{-hX}}{2\sqrt\pi\,X^{3/2}} .
\end{equation}
All three share $h$. The powers differ because $w$ contains $N^{-1/2}$, the projector $N^{-1}$, and the hopping the square root in $E$ itself.

A phase $e^{i\theta(k)}$ with a singularity closer to the real axis than $h$ would generally replace the tail by a slower one. A higher isolated band has branch points in the gaps below and above it. The one with smaller $h$ dominates; if the two are equal, their contributions add, one with the factor $(-1)^n$ and one without, and interfere. If the gap closes, $h\to0$ and the exponential localization of this single-band function is lost.

\section*{(g) The narrow-gap limit}

\textbf{Question.} For $V=-2U\cos(2\pi x/a)$ with small $U$, find $h$, $C$ and the first correction to the tail at $x=0$.

\textbf{Solution.} Let $g=\pi/a$. Near the zone edge keep the plane waves $k$ and $k-2g$. At $k=g+iq$ their energies are $t(g^2-q^2)\pm2itgq$ and their coupling is $-U$, so
\begin{equation}
E=t(g^2-q^2)\pm\sqrt{U^2-(2tgq)^2},\qquad h=\frac{U}{2tg}.
\end{equation}
With $\sin\alpha=q/h$, the lower state has coefficients $1$ and $e^{i\alpha}$. Scaling to unit value at $x=0$,
\[
N=a\,\frac{1+e^{2i\alpha}}{(1+e^{i\alpha})^2}=\frac{a\cos\alpha}{1+\cos\alpha}.
\]
Near the branch point $\cos\alpha\simeq\sqrt{2(h-q)/h}$, hence $C\simeq a\sqrt{2/h}$. The next factor in $N^{-1/2}$ is $1+\tfrac12\cos\alpha$. Its second term has $\sigma=1/4$ relative to the leading $\sigma=-1/4$, so
\begin{equation}
\frac{w}{w_{\rm lead}}\simeq1+\frac{\Gamma(1/4)}{\Gamma(-1/4)}\frac{1}{\sqrt{2hX}}
\simeq1-\frac{0.523}{\sqrt{hX}} .
\end{equation}

At real $k=g+\delta$ the energies are $t(g^2+\delta^2)\pm\sqrt{U^2+(2tg\delta)^2}$. Their curvatures give $m_e/m_{c,v}=2tg^2/U\pm1$ for the two edge masses. With $1/\bar m$ the mean of $1/m_c$ and $1/m_v$, and gap $E_g=2U$,
\begin{equation}
h=\sqrt{\frac{\bar m}{m_e}\,\frac{E_g}{4t}} .
\end{equation}

\section*{(h) Numbers for a contact-like gap}

\textbf{Question.} Take $a=0.5$ nm and $U=0.55$ eV. Evaluate the tail, and judge what the model omits for a semiconductor next to a metal.

\textbf{Solution.} The band ends at $E_v=0.930$ eV and the next starts at $E_c=2.028$ eV, so $E_g=1.098$ eV. The minimum $\mu_b=-1.1674$ lies at $E_b=1.430$ eV and gives $ha=0.5709$, or $h=1.142$ nm$^{-1}$ (0.0604 bohr$^{-1}$). With $\sinh ha=0.6024$, $\mu_b''=1.1417$ eV$^{-2}$ and $s_b=0.1030$ nm,
\begin{align*}
D&=\sqrt{2(0.5)(0.6024)/1.1417}=0.726\ \mathrm{eV\,nm^{1/2}},\\
C&=2(0.0381)(1.1417)(0.7264)/0.1030=0.614\ \mathrm{nm^{3/2}},\\
\frac{a}{\Gamma(1/4)\sqrt C}&=\frac{0.5}{3.626\times0.783}=0.176\ \mathrm{nm^{1/4}} .
\end{align*}
The mass formula of part (g), fed with the gap and edge masses of the full model ($m_v=0.221\,m_e$, $m_c=0.153\,m_e$, so $\bar m=0.181\,m_e$), also gives $1.142$ nm$^{-1}$; the two-wave values themselves, $\bar m=0.183\,m_e$ and $E_g=2U$, give $U/2tg=1.149$ nm$^{-1}$; the limiting $C=a\sqrt{2/h}=0.66$ nm$^{3/2}$ is 8\% above the full value.

At ten cells, $X=5$ nm, the leading law gives $0.1761\,e^{-5.709}\,5^{-3/4}=1.75\times10^{-4}$ nm$^{-1/2}$. The value integrated over real $k$ is $1.40\times10^{-4}$, or 0.80 of it. The ratio is 0.51 at one cell and still 0.951 at 200 cells, where the correction of part (g) predicts $1-0.523/\sqrt{114.2}=0.951$. The slow approach is thus the square-root correction. It also biases a power read off at short range: between 5 and 10 cells the apparent power is 0.62.

As a test, tails from real-$k$ states at 57 to 200 cells were fitted with $h$ and the power both free, allowing for half-integer corrections. The powers were 0.750 for $w$, 0.500 for the projector and 1.500 for the hopping, with the $h$ found from the gap. An odd second-band function at $U=2.0$ eV also gave 0.750. Its branch points lie at 3.917 and 0.637 nm$^{-1}$, and its tail followed the smaller value. The numerical output lists these results.

The gap is roughly that of silicon and $a$ is close to its cubic cell edge of 0.543 nm, but the lattice period along a crystal direction is shorter, 0.27 nm along [100] and 0.31 nm along [111]; with these periods and the same $U$ the model gives $h=0.62$ and $0.72$ nm$^{-1}$. Silicon also has an indirect gap and valence bands that touch, so the isolated simple band is the assumption that fails there. Its band-edge masses also depend on direction, from roughly 0.2 to 0.9 $m_e$ for electrons. Within the two-band formula at fixed gap, doubling $\bar m$ raises $h$ to 1.61 nm$^{-1}$, a 41\% change. In the full model, lowering $U$ by 5\% gives $h=1.085$ nm$^{-1}$, and adding a second harmonic $-2U_2\cos(4\pi x/a)$ with $U_2=0.1$ eV gives $h=1.161$ nm$^{-1}$.

In a contact field of 0.5 MV/cm, which a silicon depletion layer with 0.7 V of band bending reaches at a doping near $10^{18}$ cm$^{-3}$, the potential energy changes by 0.044 eV over $1/h=0.88$ nm, 4\% of the gap. For a uniform field of this size, the model's semiclassical interband tunnelling factor $\exp[-(2/F)\int q\,dE]$, with $F$ the force in eV/nm and the integral taken across the gap, is about $10^{-17}$. Crossing the gap needs the field to persist over $E_g/F=22$ nm. The depletion layer reaches this field only at its peak and drops 0.7 eV in all, less than the gap, so no band-to-band path crosses it. At 300 K, $e^{-E_g/2k_BT}$ is about $6\times10^{-10}$, so thermal excitation across the gap is negligible for an undoped crystal with its Fermi level near midgap.

A metal state of one energy $E$ entering the gap decays as $e^{-q(E)x}$ times a bounded periodic factor, without the power $X^{-3/4}$. That power comes from integrating over the whole band. What the two tails share is the complex band, whose maximum $q(E_b)=h$ sets the shortest penetration length in this one-dimensional gap. At a real interface the decay constant also depends on the wave vector parallel to the interface.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t = hbar^2/2m = 0.038100 eV nm^2; a = 0.5 nm; U = 0.55 eV
lowest band: -0.0991 to 0.9301 eV; next band from 2.0278 eV
gap = 1.0977 eV; branch energy E_b = 1.4295 eV
h = 1.141752 1/nm; 1/h = 0.8758 nm; h*a = 0.57088
h in atomic units = 0.06042 1/bohr
mu_b = -1.167424; mu_b'' = 1.14166 1/eV^2; s_b = 0.102994 nm
D = 0.72639 eV nm^(1/2); C = 0.61355 nm^(3/2)
prefactor a/(Gamma(1/4) sqrt C) = 0.176062 nm^(1/4)
phi_b(a/4) = 1.18588; node of phi_b at x = 0.3822 nm
complex-k check at h-q = 1e-6 h: splitting ratio 1.000000, norm ratio 0.99858
fits use n = 57 to 200 cells
Wannier, x=0: power 0.750000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
Wannier, x=a/4: power 0.750000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
projector: power 0.500000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
hopping: power 1.500000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
deeper lattice U = 1.2 eV: power 0.749987, h fit 2.439936, h branch 2.439936 1/nm
odd band-2 function, U = 2.0 eV: power 0.750000, h fit 0.637482 1/nm
  branch points: lower gap 3.916676, upper gap 0.637482 1/nm
n, X (nm), exact w(X) (nm^-1/2), exact/leading law:
    1    0.5       -0.08556 0.51140
    2    1.0       0.034503 0.61383
    3    1.5      -0.015661 0.66835
    5    2.5     -0.0037221 0.72983
   10    5.0     0.00013961 0.79939
   20   10.0      2.9397e-7 0.85349
   50   25.0     5.7199e-15 0.90489
  100   50.0      1.406e-27 0.93193
  200  100.0     1.3753e-52 0.95148
apparent power between n = 5 and 10: 0.6187
apparent power between n = 10 and 20: 0.6555
apparent power between n = 50 and 100: 0.7075
apparent power between n = 100 and 200: 0.7200
norm of w = 1.0000000000; rms width = 0.1654 nm
added spread for phase 0.2 sin(ka): 0.005000 nm^2
edge masses: valence 0.2208, conduction 0.1533 m_e; mean 0.1810 m_e
two-band estimate of h = 1.1417 1/nm; with doubled mass 1.6146 1/nm
U lowered by 5%: gap 1.0430 eV, h 1.0853 1/nm
second harmonic U2 = 0.1 eV: gap 1.1159 eV, h 1.1605 1/nm
field 0.50 MV/cm: energy drop over 1/h = 0.0438 eV = 3.99 % of gap
interband tunnelling exponent = 39.37; factor 7.95e-18
kT at 300 K = 0.02585 eV; exp(-gap/2kT) = 6.02e-10
\end{verbatim}
